# First Failure Among a Million Electromigration Lines

## Problem

In a metal line under high current density, the electron flow drives atoms along the line. Where more atoms leave than arrive, a void grows until the line's resistance exceeds its limit. The time $t$ at which this happens differs from line to line.

A chip contains $N=10^6$ such lines and fails when its first line fails. Assume that

- all lines have the same geometry, temperature and current density;
- their lifetimes are statistically independent;
- each lifetime is lognormal: $\ln t$ is normally distributed with mean $\ln t_{50}$ and standard deviation $s=0.4$, so that $t_{50}$ is the median lifetime of one line.

**(a)** Let $t_F$ be the time by which a fraction $F=0.001$ of the chips has failed. Find $R=t_{50}/t_F$.

**(b)** In a test at 300 °C and 2 MA/cm², the median line lifetime is 100 h. The chip is used at 105 °C and 1 MA/cm². Take an activation energy $E_a=0.9$ eV and a current exponent $n=1$, and assume the same $s$ in test and use. After how many years have 0.1 percent of the chips failed?

The values in (b) are rough typical ones for copper interconnects.

## Hints

1. Write the probability that a chip survives, not that it fails.
2. Find the failure probability $p$ that a single line may have at $t_F$. It is far smaller than $F$.
3. Turn $p$ into a number of standard deviations of $\ln t$. Repeated integration by parts gives bounds on the normal tail that are tight enough for a pocket calculator.
4. For (b), use Black's equation, $t_{50}=A\,j^{-n}\exp(E_a/kT)$, where $j$ is the current density, $k$ Boltzmann's constant, $T$ the absolute temperature and $A$ a constant of the line. Take a ratio so that $A$ cancels.

## Solution to (a)

**From chip to line.** Let $p$ be the probability that one line has failed by $t_F$. The chip survives if all $N$ lines survive. Because the lines are independent, their survival probabilities multiply:

$$1-F=(1-p)^N .$$

Taking the $N$th root gives

$$p=1-(1-F)^{1/N}=1-e^{-L/N},\qquad L=-\ln(1-F).$$

Two inequalities enclose $p$. The probability that at least one line fails is less than the sum of the separate probabilities, so $F<Np$. Also $1-e^{-x}<x$ for $x>0$, so $p<L/N$. Hence

$$\frac FN=1.0000\times10^{-9}<p<\frac LN=1.0005003\times10^{-9}.$$

One failed chip in a thousand requires about one failed line in a thousand million.

**From probability to time.** Let $\phi(x)=e^{-x^2/2}/\sqrt{2\pi}$ be the standard normal density and $\Phi$ its cumulative distribution. Since $\ln(t/t_{50})/s$ is a standard normal variable,

$$p=\Phi\!\left(\frac{\ln(t_F/t_{50})}{s}\right).$$

Define $z>0$ by $\Phi(-z)=p$. Then $\ln(t_F/t_{50})=-sz$, and

$$R=\frac{t_{50}}{t_F}=e^{sz}.$$

**Bounds on the tail.** By symmetry, $\Phi(-z)=\int_z^\infty\phi(x)\,dx$. Because $\phi'(x)=-x\phi(x)$, we can write $\phi=-\phi'/x$ and integrate by parts:

$$\int_z^\infty\phi\,dx=\frac{\phi(z)}{z}-\int_z^\infty\frac{\phi}{x^2}\,dx .$$

The same step applied to the remaining integrals gives

$$\int_z^\infty\frac{\phi}{x^2}\,dx=\frac{\phi(z)}{z^3}-3\int_z^\infty\frac{\phi}{x^4}\,dx,$$

$$\int_z^\infty\frac{\phi}{x^4}\,dx=\frac{\phi(z)}{z^5}-5\int_z^\infty\frac{\phi}{x^6}\,dx .$$

Substituting the second line into the first leaves a positive remainder, $+3\int\phi/x^4$. Substituting the third as well leaves a negative one, $-15\int\phi/x^6$. Therefore

$$\frac{\phi(z)}z\left(1-\frac1{z^2}\right)<\Phi(-z)<\frac{\phi(z)}z\left(1-\frac1{z^2}+\frac3{z^4}\right).$$

Use the upper bound at 6 and the lower bound at 5.99:

$$\Phi(-6)<\frac{e^{-18}}{6\sqrt{2\pi}}\left(1-\frac1{36}+\frac3{1296}\right)=9.8686\times10^{-10}<p,$$

$$\Phi(-5.99)>\frac{e^{-5.99^2/2}}{5.99\sqrt{2\pi}}\left(1-\frac1{5.99^2}\right)=1.0470\times10^{-9}>p.$$

Since $\Phi(-z)$ falls as $z$ rises, $5.99<z<6$. With $s=0.4$,

$$10.979<R<11.023 .$$

Numerical inversion of $\Phi$ gives $z=5.998$ and $R=11.01$. Thus 0.1 percent of the chips have failed about eleven times earlier than the median lifetime of a single line, at $t_F=0.0908\,t_{50}$.

**What the factor contains.** For $N=1$ the same formula, with $p=F$, gives $R=3.44$: even a single line reaches 0.1 percent failure well before its median. For $N=10^6$ and $F=1/2$ it gives 6.90, so the median chip fails about seven times earlier than the median line.

These two factors must not be multiplied. Their product, 23.7, would be right if chip lifetimes were lognormal with the line's spread $s$. In fact the first failure among many lines varies less from chip to chip than one line's lifetime varies from line to line. The chip's own median and 0.1 percent times differ by a factor $11.01/6.90\approx1.6$, not 3.44.

**Sensitivity.** Since $p$ does not depend on $s$, $\ln R=sz$ gives $d\ln R/ds=z\approx6$. Raising $s$ from 0.4 to 0.5 at fixed $N$ and $F$ raises $R$ to 20.1. In the limit $s\to0$ all lines fail together and $R\to1$.

For the line count, differentiate $\ln(1-p)=-L/N$ at fixed $F$:

$$\frac{dp}{d\ln N}=-(1-p)\frac LN\approx-p,$$

with a relative error of order $p$. Differentiating $\Phi(-z)=p$ gives $-\phi(z)\,dz=dp$. Hence

$$\frac{d\ln R}{d\ln N}=s\frac{dz}{d\ln N}\approx\frac{s\,p}{\phi(z)}=0.065 .$$

Ten times more lines raise $R$ only to 12.7. An error in the spread therefore matters much more than a similar relative error in the number of lines.

## Solution to (b)

The absolute temperatures are 573.15 K in test and 378.15 K in use. Dividing Black's equation for use by that for test gives

$$\frac{t_{50}^{\rm use}}{t_{50}^{\rm test}}=\left(\frac{j_{\rm test}}{j_{\rm use}}\right)^{n}\exp\!\left[\frac{E_a}{k}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm test}}\right)\right]=2\times12048 .$$

The line median in use is $100\ \text{h}\times2\times12048=2.41\times10^6$ h, or 275 years. The 0.1 percent chip lifetime is

$$t_F=\frac{275\ \text{years}}{11.01}\approx25\ \text{years}.$$

**How firm is this time?** The extrapolation depends strongly on its inputs. Changing one at a time and holding the test result fixed:

- If all lines run 5 K hotter in use, while 300 °C is the true line temperature in test, the lifetime is multiplied by 0.70, giving about 17 years. Self-heating by the line's own current scales at least as $j^2$, so 5 K in use would mean 20 K or more in test. If that rise were not already included in the 300 °C, the net factor would be about 1.3 or more instead.
- If $E_a$ is 0.85 eV instead of 0.90 eV, it is multiplied by 0.59, giving about 15 years.
- If the current exponent is $n=2$ instead of 1, the current factor becomes 4 and the lifetime doubles to about 50 years.
- Atoms piled up at one end of a line create a back stress that opposes the drift. As an estimate, take a drift proportional to $j-j_c$, with $j_c$ times the line length equal to 3000 A/cm in both test and use. For 100 µm lines, $j_c=0.30$ MA/cm². The current factor 2 becomes $(2-0.3)/(1-0.3)=2.43$, and the lifetime grows by a factor 1.21.

These changes affect $t_{50}$ in use. They leave $R$ unchanged as long as all lines share them and $s$ stays the same.

**The model beside a real chip.** The factor eleven rests on a lognormal tail at $p\approx10^{-9}$, whereas a test of 30 lines probes probabilities down to roughly one in thirty. Such a test cannot confirm the tail. Even if the lognormal law holds, a sample standard deviation of 0.40 from 30 lines gives a 90 percent chi-square confidence interval of 0.33 to 0.51 for $s$, and so $R$ from about 7 to 22.

Real lines also carry different currents, and a few lines above the stated current density can set the result. With $n=1$, one thousand lines at twice the stated $j$ raise $R$ from 11.0 to 13.4. Such groups must be treated separately, as in Variation 1. If parallel lines can take over the current of a failed one, the first failure need not end the chip's life, and the series assumption is pessimistic.

Independence can fail too, because lines on one chip share its processing. Suppose a fraction $\rho$ of the variance $s^2$ is common to all lines of a chip:

$$\ln(t_i/t_{50})=s\left(\sqrt\rho\,u+\sqrt{1-\rho}\,x_i\right),$$

where $u$ is one standard normal variable per chip and the $x_i$ are independent standard normal variables, one per line. At fixed $u$ the lines are independent, so the earlier argument applies. Averaging the chip failure probability over $u$ gives

$$F=\int_{-\infty}^{\infty}\phi(u)\left\{1-\left[1-\Phi\!\left(\frac{\ln(t_F/t_{50})-s\sqrt\rho\,u}{s\sqrt{1-\rho}}\right)\right]^N\right\}du .$$

Solving this numerically gives $R=10.9$ for $\rho=0.2$ and 9.8 for $\rho=0.5$. As $\rho\to1$ all lines of a chip fail together, and $R$ returns to the single-line value 3.44. At fixed total variance, sharing half of it thus lowers $R$ by only 11 percent, but larger shares matter more.

## Variation 1: a hot region

*One percent of the lines run 10 K hotter than the other lines, which are at 105 °C. Find $R$ relative to the median of the cooler lines.*

By Black's equation the hot lines age faster by

$$a=\exp\!\left[\frac{E_a}{k}\left(\frac1{T_{\rm use}}-\frac1{T_{\rm use}+10\ \text{K}}\right)\right]=2.04 .$$

Their median is $t_{50}/a$. Both groups must survive:

$$1-F=\left[1-\Phi\!\left(\frac{\ln(t_F/t_{50})}{s}\right)\right]^{0.99N}\left[1-\Phi\!\left(\frac{\ln(a\,t_F/t_{50})}{s}\right)\right]^{0.01N}.$$

The numerical root gives $R=16.3$. An estimate shows why so few lines matter. Keep only the hot lines: their number is lower by a factor 100, which by the sensitivity above multiplies $R$ by about $100^{-0.065}=0.74$, while their faster ageing multiplies it by 2.04. The result is $11.01\times0.74\times2.04\approx16.6$. The small group thus dominates early chip failure.

The same equation describes defective lines. If a fraction $10^{-4}$ of the lines, one hundred per chip, has one third of the normal median and the same $s$, then $R=16.5$.

## Variation 2: an incubation time

*No line can fail before $\tau t_{50}$, with $\tau=0.1$, because a void must first form and grow. The remaining time is lognormal with $s=0.4$, and the line median is still $t_{50}$. Find the new ratio $R'$.*

Write the lifetime as

$$t=\tau t_{50}+(1-\tau)\,t_{50}\,e^{sx},$$

with $x$ standard normal. At $x=0$ this equals $t_{50}$, as required. Since $t$ increases with $x$, the required line probability $p$ still corresponds to $x=-z$, where $e^{-sz}=1/R$. Therefore

$$R'=\frac{t_{50}}{t_F}=\frac{1}{\tau+(1-\tau)/R}=\frac{1}{0.1+0.9\times0.0908}=5.5 .$$

The chip now lasts twice as long for the same line median. Part of this gain comes from a narrower spread: the standard deviation of $\ln t$ has fallen from 0.40 to 0.36. If it is instead held at 0.40, the remaining time needs $s=0.448$, and numerical evaluation gives $R'=6.2$ and a gain of 1.8. As $N\to\infty$, $R\to\infty$ but $R'\to1/\tau=10$: adding lines cannot bring the first failure before the incubation time. A pure lognormal law has no such floor. Using an incubation time to claim a longer life therefore requires evidence for it at the conditions of use.
